# Why a thin tunnel oxide blocks dark current but passes photocurrent

## What dimensions already decide

A metal, a thin oxide and a p-type semiconductor form a solar cell whose photocurrent is carried by electrons, the minority carriers. Holes crossing to the metal form an unwanted dark current. Let \(V\) be the forward bias and \(v=qV/kT\).

Suppose the hole current density \(J_h\) is governed by a single rate \(J_{h0}\), the hole emission through the oxide at equilibrium. Since \(v\) has no dimension, the only possible form is

\[
J_h=J_{h0}\,h(v),\qquad h(0)=0 .
\]

The zero is required by equilibrium. If the oxide reduces \(J_{h0}\) a thousandfold, \(J_h\) falls a thousandfold.

The collected electron current \(J_n\) depends on three rates: the light-generated supply \(J_L\), the saturation current \(J_0\) of diffusion in the base, and the electron tunnelling rate \(J_t\). Dimensions now demand only

\[
J_n=J_L\,g\!\left(\frac{J_0}{J_L},\frac{J_t}{J_L},v\right).
\]

Multiplying all three rates by \(\lambda\) multiplies \(J_n\) by \(\lambda\). Differentiating with respect to \(\lambda\) at \(\lambda=1\) gives

\[
\frac{\partial\ln J_n}{\partial\ln J_L}+\frac{\partial\ln J_n}{\partial\ln J_0}+\frac{\partial\ln J_n}{\partial\ln J_t}=1 .
\]

The hole current must respond in full to its one rate. The electron current divides its response among three terms. They sum to one but are not fractions: under forward bias the term for \(J_0\) turns out negative and the term for \(J_L\) at least 1. The share belonging to tunnelling can be tiny. What remains is to find that share and the point at which it stops being tiny.

## Conventions and the example

\(J_n\) is positive when electrons flow into the metal as photocurrent. \(J_h\) is positive when holes flow into the metal, which opposes the photocurrent, so the terminal current is \(J=J_n-J_h\). Forward bias raises the metal Fermi level above the hole quasi-Fermi level: \(E_{Fm}-E_{Fp}=qV\). At the semiconductor surface the metal Fermi level lies \(\phi_h\) above the valence band and \(\phi_n=E_g-\phi_h\) below the conduction band.

The first model assumes a fixed \(\phi_h\), a nondegenerate surface, flat quasi-Fermi levels through the depletion layer, low injection, a long base with linear recombination, and no interface traps.

The example has rough parameters in the regime of aluminium, silicon dioxide and p-type silicon at 300 K: \(kT=0.02585\) eV, \(E_g=1.12\) eV, \(\phi_h=0.95\) eV, hence \(\phi_n=0.17\) eV, with \(10^{16}\) acceptors per cm³ and \(J_L=35\) mA/cm².

## Contribution 1: holes, limited by emission

Count the carriers that strike the surface from one side. With two spins, velocity \(v_x\) towards the oxide and occupation \(f\),

\[
J_{\rm one\,way}=q\,\frac{2}{(2\pi)^3}\int_{k_x>0} v_x f\,d^3k .
\]

Here \(v_x\,dk_x=dE_x/\hbar\), and for an isotropic parallel mass \(m\), \(d^2k_\parallel=2\pi k_\parallel dk_\parallel=(2\pi m/\hbar^2)\,dE_\parallel\). Since \(f\) depends on \(E=E_x+E_\parallel\) alone, and \(E_x\) can take any value from 0 to \(E\), the double integral becomes \(\int_0^\infty E f\,dE\). Thus

\[
J_{\rm one\,way}=\frac{qm}{2\pi^2\hbar^3}\int_0^\infty\frac{E\,dE}{1+e^{E/kT-\eta}}
=A T^2F_1(\eta),\qquad A=\frac{qmk^2}{2\pi^2\hbar^3},
\]

where \(\eta kT\) is the Fermi level measured from the band edge into the band and \(F_1(\eta)=\int_0^\infty x\,dx/(1+e^{x-\eta})\). For \(\eta\ll-1\) the 1 in the denominator is negligible and \(F_1\to e^\eta\).

The oxide multiplies this flux by a transmission. For a carrier near the band edge facing an oxide barrier \(\phi_{ox}\), the wave equation in the oxide is \(\psi''=\kappa^2\psi\). The decaying amplitude is \(e^{-\kappa t}\), so to leading exponential order

\[
P=e^{-2\kappa t},\qquad \kappa=\frac{\sqrt{2m_{ox}\phi_{ox}}}{\hbar}.
\]

With \(m_{ox}=0.4\,m_0\) and barriers of 3.1 eV for electrons and 4.5 eV for holes, \(2\kappa_e=11.41\) and \(2\kappa_h=13.75\) nm⁻¹.

On the semiconductor side, the hole quasi-Fermi level lies \(\phi_h-qV\) above the valence band. On the metal side the distance is \(\phi_h\). Subtracting the two opposite fluxes gives

\[
J_h=A_hT^2P_h\left[e^{-(\phi_h-qV)/kT}-e^{-\phi_h/kT}\right]
=J_{h0}(e^v-1),\qquad J_{h0}=A_hT^2P_he^{-\phi_h/kT}.
\]

This is the form required at the outset, with \(h(v)=e^v-1\). No second rate appears because the flat hole quasi-Fermi level expresses a plentiful majority supply: the semiconductor can deliver holes faster than they cross. This is least exact without oxide: for a hole diffusivity of 12 cm²/s, transport through the depletion layer would lower the hole current in the example by about a tenth, which is worth some 3 mV in open-circuit voltage.

Without oxide, \(J_{h0}=7.72\times10^{-10}\) A/cm². At \(t=0.8\) nm, \(P_h=e^{-13.75\times0.8}=1.67\times10^{-5}\), and \(J_{h0}\) drops to \(1.29\times10^{-14}\) A/cm². At 0.5 V the hole current falls from 194 to 0.0032 mA/cm². The first figure is more than five times the photocurrent; the second is negligible beside it.

## Contribution 2: electrons, limited by supply

Let \(x\) run into the base from the edge of the depletion layer. The electron density obeys

\[
D n''-\frac{n-n_0}{\tau}+G(x)=0,\qquad n(0)=n_0e^{v_n},
\]

where \(n_0=n_i^2/N_A\), \(n_i^2=N_cN_ve^{-E_g/kT}\), and \(kT\,v_n=qV_n=E_{Fn}-E_{Fp}\) is the splitting of the quasi-Fermi levels. The equation is linear, so the excess density is a sum of two parts. One is driven by \(G\) and vanishes at \(x=0\); call its inward electron current \(J_L\). The other has no generation and is \(n_0(e^{v_n}-1)e^{-x/L}\), with \(L=\sqrt{D\tau}\). The electron current towards the surface is \(qDn'(0)\), and the derivative of the exponential brings a minus sign:

\[
J_n=J_L-J_0(e^{v_n}-1),\qquad J_0=\frac{qDn_i^2}{LN_A}.
\]

With \(D=30\) cm²/s and \(L=200\) μm, \(J_0=2.73\times10^{-12}\) A/cm². The oxide does not appear in this equation. It can influence the supply only by changing \(v_n\).

## Contribution 3: electrons crossing the oxide

At the surface the electron quasi-Fermi level lies \(q(V_n-V)\) above the metal Fermi level, which itself lies \(\phi_n\) below the conduction band. The difference of the two emission fluxes is therefore

\[
J_n=J_t(e^{v_n-v}-1),\qquad J_t=A_eT^2P_ee^{-\phi_n/kT}.
\]

Supply and tunnelling are in series and carry the same current. To eliminate \(v_n\), solve the tunnelling equation for \(e^{v_n}=e^v(1+J_n/J_t)\) and insert it in the supply equation:

\[
J_n=J_L+J_0-J_0e^v-\frac{J_0e^v}{J_t}J_n .
\]

Collecting the terms in \(J_n\),

\[
\boxed{J_n=\frac{J_L-J_0(e^v-1)}{1+(J_0/J_t)e^v}}
\]

The numerator is the current of a cell with unlimited tunnelling. The oxide enters through the denominator alone. Taking the logarithm and differentiating at fixed \(v\),

\[
\frac{\partial\ln J_n}{\partial\ln J_t}
=\frac{(J_0/J_t)e^v}{1+(J_0/J_t)e^v}
=\frac{J_0e^v}{J_t+J_0e^v}.
\]

This is the share left open by the scaling argument. It compares two ways for an electron at the junction to leave: back into the base, at a rate set by \(J_0e^v\), or through the oxide, at a rate set by \(J_t\). As long as the second is much faster, \(J_n\) stays close to its value for unlimited tunnelling, even if an electron must strike the oxide many thousands of times before it crosses.

At 0.8 nm, \(P_e=1.09\times10^{-4}\), so \(J_t\) is reduced from 5727 to 0.622 A/cm². The maximum-power voltage is 0.521 V, where \(J_0e^v\approx1.57\times10^{-3}\) A/cm². The share is \(0.00157/0.624\approx0.0025\). A 10% fall in electron transmission then costs about 0.03% of \(J_n\) at that bias, whereas a 10% fall in hole transmission removes 10% of \(J_h\).

The boxed result was tested against a finite-difference solution of the diffusion equation with the tunnelling boundary, at 0.30, 0.50 and 0.57 V and with \(J_t/(J_0e^v)=0.3,\,3,\,30\). The largest difference was \(1.4\times10^{-4}J_L\).

## The price: electrons pile up

A slower exit is offset by a larger surface density. The tunnelling equation says that this density exceeds its value in equilibrium with the metal by the factor \(e^{v_n-v}=1+J_n/J_t\). The supply equation gives \(e^{v_n}=1+(J_L-J_n)/J_0\). Taking logarithms and subtracting,

\[
V=\frac{kT}{q}\left[\ln\!\left(1+\frac{J_L-J_n}{J_0}\right)-\ln\!\left(1+\frac{J_n}{J_t}\right)\right].
\]

The second logarithm is the voltage spent on driving electrons through the oxide. It is 1.35 mV at the maximum-power point of the 0.8 nm cell. When \(J_n=J_t\) it is \((kT/q)\ln2\approx18\) mV, and once \(J_t\ll J_n\) it grows, at a given current, by \(kT/q\) for each factor \(e\) lost in transmission.

The condition \(J_t\approx J_L\) therefore marks the onset of a voltage loss under load. It does not mark a collapse of the short-circuit current. At \(v=0\) the boxed result reduces to

\[
J_{sc}=\frac{J_L}{1+J_0/J_t},
\]

because \(J_h\) also vanishes there. This current halves only when \(J_t=J_0\), some ten orders of magnitude below \(J_L\) in the example. In the opposite limit \(J_t\ll J_0\), \(J_{sc}\to J_LJ_t/J_0\), and the photocurrent has become as sensitive to transmission as the hole current.

## Weighing the contributions

**Voltage gain.** At open circuit \(J_n=J_h\). If \(J_t\) is large enough for the denominator to be 1, then \(J_L=(J_0+J_{h0})(e^v-1)\), or

\[
V_{oc}=\frac{kT}{q}\ln\!\left(1+\frac{J_L}{J_0+J_{h0}}\right).
\]

Without oxide, \(J_{h0}\) is 283 times \(J_0\) and \(V_{oc}=0.456\) V. At 0.8 nm it is 0.602 V, a gain of 0.146 V. More oxide adds almost nothing, because the electron dark current in the base remains: at 0.5 V it is 0.68 mA/cm², some 200 times the surviving hole current. The oxide suppresses majority dark current, not all dark current.

**Unequal oxide barriers.** In this model holes face the higher oxide barrier, which helps. In a real oxide the asymmetry can be smaller, because a state at the silicon valence edge lies only \(3.1+1.12=4.22\) eV below the oxide conduction band and can decay through that band too. To weigh this effect, give holes the electron transmission at 0.8 nm and keep everything else fixed. Then \(V_{oc}=0.6009\) V instead of 0.6016 V. In this example nearly the whole gain survives without selective transmission. The essential asymmetry is emission-limited holes against supply-limited electrons.

**The semiconductor barrier.** The comparison holds \(\phi_h\) at 0.95 eV with and without oxide, to isolate tunnelling. Lowering \(\phi_h\) by 0.1 eV would multiply \(J_{h0}\) by \(e^{0.1/0.02585}\approx48\), and would multiply \(J_t\) by \(1/48\). A high hole barrier is thus a separate cause of low hole current, and it also speeds electron tunnelling.

**The thickness window.** Setting \(J_{h0}=J_0\) and \(J_t=J_L\) gives two marks:

\[
t_1=\frac{\ln(7.72\times10^{-10}/2.73\times10^{-12})}{13.75}=0.41\ \text{nm},\qquad
t_2=\frac{\ln(5727/0.035)}{11.41}=1.05\ \text{nm}.
\]

Below \(t_1\) holes control the open-circuit voltage; above \(t_2\) pile-up takes a growing part of the voltage under load. Of the tabulated thicknesses, 0.8 nm gives the greatest maximum power, 17.4 mW/cm², against 12.6 without oxide. At 1.2 nm the fixed-barrier model still gives 35.0 mA/cm² at short circuit and 0.602 V at open circuit, yet the power has fallen to 15.9 mW/cm². The open-circuit voltage does not reveal the slow oxide because almost no current then crosses it. The loss is in the fill factor, the maximum power divided by \(J_{sc}V_{oc}\), which drops from 0.83 at 0.8 nm to 0.75 at 1.2 nm.

## Contribution 4: the charge of the waiting electrons

The fixed-barrier model puts the halving of \(J_{sc}\) at 3.09 nm. Its own assumptions have failed by then. Half the supply is lost when \(J_0e^{v_n}\approx J_L/2\), which requires \(V_n=0.584\) V while the terminals are shorted. With \(\phi_n=0.17\) eV the electron quasi-Fermi level would stand \(0.584-0.17=0.414\) eV inside the conduction band. Such a dense electron layer would drop a large voltage across the oxide.

To include this, let \(\psi\) be the electrostatic potential relative to the bulk, with surface value \(\psi_s\). Poisson's equation is \(\psi''=q(N_A+n-p)/\epsilon_s\). Multiply by \(\psi'\) and integrate from the field-free bulk to the surface:

\[
\tfrac12(\psi'_s)^2=\frac{q}{\epsilon_s}\int_0^{\psi_s}(N_A+n-p)\,d\psi,\qquad Q_s=\epsilon_s|\psi'_s| .
\]

\(Q_s\) is the magnitude of the negative semiconductor charge per area. Gauss's law gives the oxide drop \(V_{ox}=Q_st/\epsilon_{ox}\). This drop raises the semiconductor bands relative to the metal, so with \(\phi_{h0}\) the barrier at zero drop,

\[
\phi_h=\phi_{h0}-qV_{ox},\qquad \phi_n=E_g-\phi_{h0}+qV_{ox}.
\]

If \(\zeta\) is the height of the bulk Fermi level above the valence band, the definition of \(\phi_h\) also gives \(\phi_h=qV+\zeta+q\psi_s\), which fixes \(\psi_s\). The density \(n\) follows from Fermi statistics, and the tunnelling current keeps its general form

\[
J_n=A_eT^2P_e\left[F_1\!\left(\frac{q(V_n-V)-\phi_n}{kT}\right)-F_1\!\left(-\frac{\phi_n}{kT}\right)\right].
\]

Solved together with the supply equation, this coupled model changes little at 0.8 nm: the maximum power is still 17.4 mW/cm². But \(J_{sc}\) now halves at 1.75 nm. There the oxide takes 0.383 V, so the quasi-Fermi level is only

\[
0.584-0.170-0.383=0.031\ \text{eV}\approx1.2\,kT
\]

inside the band. Most of the splitting that should have raised the surface density has been spent across the oxide. With that drop already present, degeneracy adds little: \(F_1(1.2)\approx2.1\), against \(e^{1.2}\approx3.3\) without it.

The order of failure is the same as before, but compressed. At 1.6 nm the coupled \(J_{sc}\) is still 35.0 mA/cm², while the maximum power has dropped to 6.3 mW/cm². At 1.8 nm \(J_{sc}\) is 10.3 mA/cm², and at 2.0 nm 0.92 mA/cm². That last fall, by a factor of 11, is close to the fall in transmission, \(e^{11.41\times0.2}\approx10\). The photocurrent has passed from supply control to tunnelling control. The junction is then nearly at its own open circuit although the terminals are shorted, and most of the generated electrons recombine in the base.

## How far the numbers can be trusted

The exponential \(P\) omits a prefactor. Matching waves through a flat barrier at 0.8 nm, for an electron of energy \(kT\), gives 0.49 times the simple transmission. This equals a shift of \(\ln(0.49)/11.41\approx-0.06\) nm in an electron thickness mark. The prefactor matters more at the bare contact, where \(P=1\) ignores reflection at the abrupt step into the metal. Matched waves for heavy and light holes (0.49 and \(0.16\,m_0\)) pass only about a quarter of the flux, which would raise the bare \(V_{oc}\) from 0.456 to about 0.49 V and cut the gain to about 0.11 V. Image-force lowering of the bare barrier, about 20 meV, acts the other way; with both, the bare value is about 0.47 V. The gain of 0.146 V is therefore uncertain by a few tens of millivolts even at fixed \(\phi_h\). The flux counts the two silicon valleys whose axes are normal to a (100) surface, on the assumption that parallel momentum is conserved. Letting all six valleys contribute equally well would multiply it by 5.4 and shift the mark by \(+0.15\) nm.

At the coupled half-current point the oxide field is 2.2 MV/cm, below a rough breakdown scale of 10 MV/cm. The sloping barrier would raise transmission by a factor of 1.9. Quantization of the inversion layer, estimated for a triangular well with the average field, gives a lowest level of 0.09 eV; a self-consistent well at the same charge puts it near 0.13 eV. If all the inversion charge sat in that level, the current would be 1.6 times as large at the same charge and transmission in the triangular well, and 1.9 times in the self-consistent one. At 300 K only about half the charge is in that level, and the current then comes out close to the unquantized value. Each factor is worth about 0.05 nm or less; they were estimated separately, not fed back into the coupled solution.

Recombination in the depletion layer, with the bulk lifetime, is below 0.1% of \(J_L\) at maximum power; this bound applies the peak rate across the whole layer. The electron density at the base edge reaches 1.5% of the acceptor density at open circuit, so low injection holds. At short circuit with a thin oxide the electron quasi-Fermi level is not flat through the depletion layer, but the current lost by this is no more than a few hundredths of a percent of \(J_L\). The energy scale for hole tunnelling through the depletion barrier is about 0.8 meV for heavy holes and 1.4 meV for light holes, far below \(kT\), which supports emission over that barrier. At 330 K, with the gap, \(J_L\), \(D\) and \(L\) held fixed, \(V_{oc}\) is 0.401 V without oxide and 0.542 V with 0.8 nm: the gain remains, at a lower voltage.

Real cells of this type use oxides of roughly 1 to 2 nm, so the model's favourable 0.8 nm is on the thin side. The oxide mass and the barrier are uncertain enough to matter. Since \(t_2\propto m_{ox}^{-1/2}\), a mass of \(0.3\,m_0\) would move it from 1.05 to 1.21 nm; raising \(\phi_h\) by 0.05 eV would add \(0.05/(0.02585\times11.41)\approx0.17\) nm. Real oxides also break the assumption of uniform thickness: a spot 0.1 nm thinner has about three times the transmission for electrons and four times that for holes. Interface traps are a further departure. A density of \(10^{12}\) cm⁻² eV⁻¹ charged over 0.3 eV shifts the barrier by 11 meV at 0.8 nm, but recombination through such traps is not included and could lower the voltage. An intimate metal contact may be pinned at a different \(\phi_h\), so the gain of 0.146 V is the effect of tunnelling at fixed barrier, not a prediction for replacing one real contact by another. Optical loss in the metal and series resistance are also left out. The remaining values are in the numerical output.

## Computed values

```
T 300 K; kT 0.02585 eV; gap 1.12 eV
hole barrier 0.95 eV; electron barrier 0.17 eV
acceptors 1.0e+16, Nc 2.80e+19, Nv 2.65e+19 cm^-3
diffusivity 30.0 cm2/s; diffusion length 200 um
oxide barriers: electron 3.1, hole 4.5 eV; mass 0.4 m0
silicon masses: long 0.92, trans 0.19, hole 0.65 m0
relative permittivity: Si 11.7, oxide 3.9
Richardson: electron 45.7, hole 78.1 A/cm2K2
2 kappa: electron 11.41, hole 13.75 nm^-1
JL 35.0 mA/cm2; J0 2.729e-12 A/cm2
no oxide: Jt 5.727e+03, Jh0 7.721e-10 A/cm2
supply-limited Voc 0.6017 V
working oxide 0.8 nm: Pe 1.086e-04, Ph 1.674e-05
working oxide: Jt 6.220e-01, Jh0 1.293e-14 A/cm2
hole current at 0.5 V: bare 1.938e+02, oxide 3.244e-03 mA/cm2
electron dark current at 0.5 V, oxide 6.842e-01 mA/cm2
working maximum-power voltage 0.5214 V; sensitivity 2.511e-03
pile-up voltage there 1.35 mV
Voc with equal transmissions at 0.8 nm 0.6009 V
thickness where Jh0=J0 0.411 nm; Jt=JL 1.052 nm
half Jsc: fixed barrier 3.092, coupled 1.754 nm
fixed barrier: t nm, Jsc mA/cm2, Voc V, Pmax mW/cm2
  0.0  35.0000  0.4557  12.600
  0.4  35.0000  0.5818  16.770
  0.8  35.0000  0.6016  17.384
  1.2  35.0000  0.6017  15.875
  1.6  35.0000  0.6017  12.147
  1.8  35.0000  0.6017  10.239
  2.0  34.9999  0.6017  8.358
coupled: t nm, Jsc mA/cm2, Voc V, Pmax mW/cm2
  0.0  35.0000  0.4557  12.600
  0.4  35.0000  0.5801  16.703
  0.8  35.0000  0.6015  17.369
  1.2  35.0000  0.6017  15.353
  1.6  34.9964  0.6017  6.273
  1.8  10.3314  0.6017  0.782
  2.0  0.9231  0.6017  0.069
diffusion test: worst dJ/JL 1.4e-04, dV 1.2e-04 V
wave/WKB transmission 0.489; thickness shift -0.063 nm
all/two valleys 5.40; thickness shift 0.148 nm
at coupled half Jsc: splitting 0.5838 V, oxide drop 0.3825 V
  oxide field 2.181 MV/cm; (EFn-Ec)/kT 1.209
  sloping-barrier transmission factor 1.879
  subband energy 0.091 eV; subband/bulk current 1.63
trap charge 1e12/cm2eV over 0.3 eV: shift 11.1 mV
depletion recombination / JL at max power 7.47e-04
electron/acceptor ratio at Voc 1.456e-02
depletion tunnelling energy E00 0.673 meV
330 K Voc: bare 0.4007, working oxide 0.5417 V
```
